**London orbitals: gauge-origin independence and first field derivatives**

The program tests London orbitals $\omega_\mu=e^{-i\mathbf A_O(\mathbf R_\mu)\cdot\mathbf r}\chi_\mu$, where $\chi_\mu$ is a real Gaussian centred at $\mathbf R_\mu$, $\mathbf B$ is a uniform field, $\mathbf O$ is the gauge origin and $\mathbf A_O(\mathbf r)=\tfrac12\mathbf B\times(\mathbf r-\mathbf O)$. It computes finite-field integrals from their definitions on a Fourier grid and asserts agreement of the grid with analytic zero-field integrals. It asserts that overlap, kinetic, potential and mechanical-momentum matrices, a two-electron integral and the energy levels are the same for two gauge origins, while canonical momentum shifts by the derived amount. Central differences in $\mathbf B$ are asserted to agree with the derivative formulas containing $(\mathbf R_\mu-\mathbf R_\nu)\times\mathbf r$, including the angular-momentum term in the kinetic energy. Further assertions cover Hermiticity, the one-centre limit and the effect of other phase conventions. In the output, the largest change of the overlap, kinetic, potential and mechanical-momentum matrices between the two origins is $6.7\times10^{-16}$ a.u., and the largest derivative error is $2.1\times10^{-8}$ a.u. The lowest energy with field-independent orbitals changes by 0.536 eV between the same origins.

## Verification by program

```python
"""
Result under test (Hartree atomic units, electron charge -1, no spin):
London orbitals  w_m = exp(-i A_O(R_m).r) chi_m,  A_O(r) = B x (r - O)/2,
give overlap, potential, mechanical-momentum, energy and two-electron matrix
elements that do not depend on the gauge origin O. At B = 0, R_mn = R_m - R_n:
  dS/dB = (i/2) <m| R_mn x r |n>
  dh/dB = (i/2) <m| (R_mn x r) h0 |n> + (1/2) <m| (r - R_n) x p |n>
B: uniform field, R_m: centre of the real Gaussian chi_m, p = -i grad,
h = (p + A_O)^2/2 + V, h0 = h at B = 0, V: attraction by three unit charges.
Finite-field integrals come from the definition on a Fourier grid; the grid is
checked against analytic zero-field integrals from pyscf.
"""
import numpy as np
from scipy import fft
from scipy.linalg import eigh
from scipy.constants import physical_constants
from pyscf import gto

# ---------------- model: three unit charges, six Gaussians ----------------
centres = np.array([[-0.6, 0.0, 0.2], [0.8, 0.0, 0.0], [0.0, 1.0, -0.4]])
exponents = [0.5, 0.7, 0.6]
R = centres[[0, 1, 2, 2, 2, 2]]          # centre of each basis function
mol = gto.M(atom=[[f"H{i+1}", tuple(c)] for i, c in enumerate(centres)],
            basis={"H1": [[0, [exponents[0], 1.0]]],
                   "H2": [[0, [exponents[1], 1.0]]],
                   "H3": [[0, [exponents[2], 1.0]], [1, [exponents[2], 1.0]]]},
            unit="Bohr", charge=2, spin=1, verbose=0)

# ---------------- periodic grid, spectrally accurate for Gaussians --------
n, box = 63, 18.0
step = box / n
axis = (np.arange(n) - n // 2) * step
r = np.array(np.meshgrid(axis, axis, axis, indexing="ij"))
k1 = 2 * np.pi * fft.fftfreq(n, step)
k = np.array(np.meshgrid(k1, k1, k1, indexing="ij"))
k_squared = np.sum(k**2, axis=0)
cutoff = box / 2                         # Coulomb kernel cut beyond this range
safe = np.where(k_squared > 0, k_squared, 1.0)
coulomb = np.where(k_squared > 0,
                   4 * np.pi * (1 - np.cos(np.sqrt(safe) * cutoff)) / safe,
                   2 * np.pi * cutoff**2)

V_grid = np.zeros((n, n, n))
for c in centres:
    shift = np.tensordot(axis[0] - c, k, 1)
    V_grid -= fft.ifftn(coulomb * np.exp(1j * shift)).real / step**3

chi = []
for c, a in zip(centres, exponents):
    d = r - c[:, None, None, None]
    chi.append((2 * a / np.pi)**0.75 * np.exp(-a * np.sum(d**2, axis=0)))
chi += [2 * np.sqrt(exponents[2]) * d[i] * chi[2] for i in range(3)]
chi = np.array(chi)


def derivative(f, a):
    """Spectral derivative along Cartesian direction a."""
    shape = [1, 1, 1, 1]
    shape[a + 1] = n
    return fft.ifft(1j * k1.reshape(shape) * fft.fft(f, axis=a + 1), axis=a + 1)


def bracket(f, g):
    return step**3 * f.reshape(len(f), -1).conj() @ g.reshape(len(g), -1).T


def orbitals(B, O, london=True, reference=np.zeros(3)):
    """Basis on the grid; London phases are exp(-i A_O(R_m).(r - reference))."""
    if not london:
        return chi.astype(complex)
    wave = 0.5 * np.cross(B, R - O)
    constant = np.sum(wave * reference, axis=1)[:, None, None, None]
    return chi * np.exp(-1j * (np.tensordot(wave, r, 1) - constant))


def matrices(B, O, **options):
    """All one-electron matrices from the definition, with explicit A_O(r)."""
    w = orbitals(B, O, **options)
    d = r - O[:, None, None, None]
    A = 0.5 * np.array([B[1] * d[2] - B[2] * d[1],
                        B[2] * d[0] - B[0] * d[2],
                        B[0] * d[1] - B[1] * d[0]])
    out = {"S": bracket(w, w), "V": bracket(w, V_grid * w), "p": [], "pi": []}
    out["T"] = 0
    for a in range(3):
        pw = -1j * derivative(w, a)
        out["p"].append(bracket(w, pw))
        pw = pw + A[a] * w
        out["pi"].append(bracket(w, pw))
        out["T"] = out["T"] + 0.5 * bracket(pw, pw)
    out["p"], out["pi"] = np.array(out["p"]), np.array(out["pi"])
    out["h"] = out["T"] + out["V"]
    return out


def repulsion(density1, density2):
    potential = fft.ifftn(coulomb * fft.fftn(density2))
    return step**3 * np.sum(density1 * potential)


def levels(m):
    return eigh(m["h"], m["S"], eigvals_only=True)


def gap(x, y):
    return np.max(np.abs(np.asarray(x) - np.asarray(y)))


# ---------------- grid against analytic integrals at zero field -----------
zero = np.zeros(3)
free = matrices(zero, zero)
quad = (0, 3, 2, 1)                      # functions in the two-electron test
eri_free = repulsion(chi[0] * chi[3], chi[2] * chi[1]).real
grid_error = max(gap(free["S"], mol.intor("int1e_ovlp")),
                 gap(free["T"], mol.intor("int1e_kin")),
                 gap(free["V"], mol.intor("int1e_nuc")),
                 abs(eri_free - mol.intor("int2e")[quad]))
assert grid_error < 1e-6

# ---------------- finite field: two gauge origins -------------------------
B = np.array([0.10, -0.05, 0.20])
O_near, O_far = zero, np.array([5.0, -4.0, 3.0])
near, far = matrices(B, O_near), matrices(B, O_far)
gauge_error = max(gap(near[key], far[key]) for key in ("S", "T", "V", "pi"))
assert gauge_error < 1e-8
p_shift = 0.5 * np.cross(B, O_far - O_near)[:, None, None] * near["S"]
assert gap(far["p"] - near["p"], p_shift) < 1e-8
assert gap(far["p"], near["p"]) > 1e-2


def eri_field(field, O):
    w = orbitals(field, O)
    return repulsion(w[0].conj() * w[3], w[2].conj() * w[1])


eri_near, eri_far = eri_field(B, O_near), eri_field(B, O_far)
assert abs(eri_near - eri_far) < 1e-8
assert abs(eri_near - eri_free) > 1e-4   # the field does change the integral

plain_near = matrices(B, O_near, london=False)
plain_far = matrices(B, O_far, london=False)
E_near, E_far = levels(near), levels(far)
F_near, F_far = levels(plain_near), levels(plain_far)
assert gap(E_near, E_far) < 1e-8 and abs(F_near[0] - F_far[0]) > 1e-2

# ---------------- other phase conventions ---------------------------------
R_diff = R[:, None, :] - R[None, :, :]
P = np.array([1.0, 2.0, -1.0])
moved = matrices(B, O_far, reference=P)
factor = np.exp(-0.5j * np.cross(R_diff, P) @ B)
assert gap(moved["S"], factor * near["S"]) < 1e-8
assert gap(moved["h"], factor * near["h"]) < 1e-8
assert gap(levels(moved), E_near) < 1e-8
own_near = matrices(B, O_near, reference=R)
own_far = matrices(B, O_far, reference=R)
assert gap(own_near["S"], own_far["S"]) > 1e-2
assert gap(abs(own_near["h"]), abs(own_far["h"])) < 1e-8
assert gap(levels(own_near), levels(own_far)) < 1e-8

# ---------------- first derivatives from the formulas ---------------------


def phase_term(M):
    """(i/2) R_mn x M_mn for a vector of matrices M with shape (3, 6, 6)."""
    return 0.5j * np.moveaxis(np.cross(R_diff, np.moveaxis(M, 0, -1)), -1, 0)


T_chi = sum(-0.5 * derivative(derivative(chi, a), a) for a in range(3)).real
p_chi = [-1j * derivative(chi, a) for a in range(3)]
r_mat = mol.intor("int1e_r")
rT = np.array([bracket(chi, r[a] * T_chi) for a in range(3)])
rV = np.array([bracket(chi, r[a] * V_grid * chi) for a in range(3)])
L_zero = np.array([bracket(chi, r[(a + 1) % 3] * p_chi[(a + 2) % 3]
                           - r[(a + 2) % 3] * p_chi[(a + 1) % 3])
                   for a in range(3)])
p_last = np.moveaxis(free["p"], 0, -1)
L_own = L_zero - np.moveaxis(np.cross(R[None, :, :], p_last), -1, 0)
midpoint = 0.5 * (R[:, None, :] + R[None, :, :])
L_mid = L_zero - np.moveaxis(np.cross(midpoint, p_last), -1, 0)

S1 = phase_term(r_mat)
T1_phase, V1 = phase_term(rT), phase_term(rV)
T1 = T1_phase + 0.5 * L_own
h1 = T1 + V1
rh = rT + rV
h1_symmetric = phase_term(0.5 * (rh + rh.transpose(0, 2, 1))) + 0.5 * L_mid
assert gap(h1, h1_symmetric) < 1e-7
assert gap(h1, h1.conj().transpose(0, 2, 1)) < 1e-7
assert np.max(np.abs(h1.real)) < 1e-7
assert gap(S1[:, 2:, 2:], 0) < 1e-12
assert gap(h1[:, 2:, 2:], 0.5 * L_own[:, 2:, 2:]) < 1e-10

d03, d21 = chi[0] * chi[3], chi[2] * chi[1]
first = np.array([repulsion(r[a] * d03, d21) for a in range(3)])
second = np.array([repulsion(d03, r[a] * d21) for a in range(3)])
eri1 = 0.5j * (np.cross(R_diff[0, 3], first) + np.cross(R_diff[2, 1], second))

# ---------------- the same derivatives by finite differences --------------
delta = 5e-4
numeric = {"S": [], "T": [], "V": [], "eri": []}
for a in range(3):
    field = delta * np.eye(3)[a]
    up, down = matrices(field, O_far), matrices(-field, O_far)
    for key in ("S", "T", "V"):
        numeric[key].append((up[key] - down[key]) / (2 * delta))
    numeric["eri"].append((eri_field(field, O_far)
                           - eri_field(-field, O_far)) / (2 * delta))
numeric = {key: np.array(value) for key, value in numeric.items()}
errors = {"S": gap(numeric["S"], S1), "T": gap(numeric["T"], T1),
          "V": gap(numeric["V"], V1), "eri": gap(numeric["eri"], eri1)}
assert max(errors.values()) < 1e-6
assert min(np.max(np.abs(x)) for x in (S1, T1_phase, L_own, V1, eri1)) > 1e-3


# ---------------- printed numbers -----------------------------------------
def vec(x, digits=6):
    return "(" + ", ".join(f"{v + 0.0:.{digits}f}" for v in np.real(x)) + ")"


def num(z):
    return f"{z.real:.6f} {z.imag:+.6f} i"


tesla = physical_constants["atomic unit of mag. flux density"][0]
hartree_ev = physical_constants["Hartree energy in eV"][0]
print("All values in Hartree atomic units unless a unit is named")
for i in range(3):
    print(f"centre {i+1} (bohr) {vec(centres[i], 1)}, exponent {exponents[i]}")
print("Pair: m = s on centre 1, n = p_x on centre 3; B = 0 values")
print(f"R_mn (bohr)                   {vec(R_diff[0, 3], 1)}")
print(f"overlap S_mn                  {free['S'][0, 3].real:.6f}")
print(f"<m|r|n> (bohr)                {vec(r_mat[:, 0, 3])}")
print(f"R_mn x <m|r|n> (bohr^2)       {vec(np.cross(R_diff[0,3], r_mat[:,0,3]))}")
print("Imaginary parts of first field derivatives (x, y, z)")
print(f"dS_mn/dB formula              {vec(S1[:, 0, 3].imag)}")
print(f"dS_mn/dB finite difference    {vec(numeric['S'][:, 0, 3].imag)}")
print(f"dT_mn/dB phase part           {vec(T1_phase[:, 0, 3].imag)}")
print(f"dT_mn/dB angular-mom. part    {vec(0.5 * L_own[:, 0, 3].imag)}")
print(f"dV_mn/dB phase part           {vec(V1[:, 0, 3].imag)}")
print(f"dh_mn/dB formula, total       {vec(h1[:, 0, 3].imag)}")
h1_num = numeric["T"] + numeric["V"]
print(f"dh_mn/dB finite difference    {vec(h1_num[:, 0, 3].imag)}")
print(f"dh_nm/dB phase part           {vec((T1_phase + V1)[:, 3, 0].imag)}")
print(f"dh_nm/dB angular-mom. part    {vec(0.5 * L_own[:, 3, 0].imag)}")
print(f"dh_nm/dB formula, total       {vec(h1[:, 3, 0].imag)}")
print(f"d(mn|kl)/dB, k=s3, l=s2       {vec(eri1.imag)}")
print(f"finite-difference step in B   {delta:.1e}")
print(f"largest error S, T, V, (mn|kl) "
      + ", ".join(f"{errors[x]:.1e}" for x in ("S", "T", "V", "eri")))
print(f"Finite field B {vec(B, 2)}, |B| = {np.linalg.norm(B) * tesla:.3e} T")
print(f"gauge origins (bohr) {vec(O_near, 0)} and {vec(O_far, 0)}")
print(f"London S_mn, near origin      {num(near['S'][0, 3])}")
print(f"London S_mn, far origin       {num(far['S'][0, 3])}")
print(f"London h_mn, near origin      {num(near['h'][0, 3])}")
print(f"London h_mn, far origin       {num(far['h'][0, 3])}")
print(f"London (mn|kl), near origin   {num(eri_near)}")
print(f"London (mn|kl), far origin    {num(eri_far)}")
print(f"(mn|kl) at B = 0              {eri_free:.6f}")
print(f"canonical <m|p_x|n>, near     {num(near['p'][0, 0, 3])}")
print(f"canonical <m|p_x|n>, far      {num(far['p'][0, 0, 3])}")
print(f"mechanical <m|pi_x|n>, near   {num(near['pi'][0, 0, 3])}")
print(f"mechanical <m|pi_x|n>, far    {num(far['pi'][0, 0, 3])}")
print(f"largest change S,T,V,pi       {gauge_error:.1e}")
print(f"lowest energy at B = 0        {levels(free)[0]:.6f} hartree")
print(f"London energy, near and far   {E_near[0]:.6f}, {E_far[0]:.6f} hartree")
print(f"plain energy, near and far    {F_near[0]:.6f}, {F_far[0]:.6f} hartree")
print(f"plain-orbital origin error    {(F_far[0]-F_near[0])*hartree_ev:.4f} eV")
print(f"phase reference P (bohr)      {vec(P, 0)}")
print(f"S_mn with phase reference P   {num(moved['S'][0, 3])}")
print(f"energy with reference P       {levels(moved)[0]:.6f} hartree")
print(f"orbital-centred S_mn, near    {num(own_near['S'][0, 3])}")
print(f"orbital-centred S_mn, far     {num(own_far['S'][0, 3])}")
print(f"orbital-centred energy, far   {levels(own_far)[0]:.6f} hartree")
print(f"grid error against pyscf      {grid_error:.1e}")
print("ALL CHECKS PASSED")
```

Printed output:

```
All values in Hartree atomic units unless a unit is named
centre 1 (bohr) (-0.6, 0.0, 0.2), exponent 0.5
centre 2 (bohr) (0.8, 0.0, 0.0), exponent 0.7
centre 3 (bohr) (0.0, 1.0, -0.4), exponent 0.6
Pair: m = s on centre 1, n = p_x on centre 3; B = 0 values
R_mn (bohr)                   (-0.6, -1.0, 0.6)
overlap S_mn                  -0.262668
<m|r|n> (bohr)                (0.509417, -0.143274, 0.033430)
R_mn x <m|r|n> (bohr^2)       (0.052534, 0.325709, 0.595381)
Imaginary parts of first field derivatives (x, y, z)
dS_mn/dB formula              (0.026267, 0.162854, 0.297691)
dS_mn/dB finite difference    (0.026267, 0.162854, 0.297691)
dT_mn/dB phase part           (0.029098, 0.180405, 0.329772)
dT_mn/dB angular-mom. part    (0.000000, -0.131334, -0.218890)
dV_mn/dB phase part           (-0.061376, -0.351485, -0.647184)
dh_mn/dB formula, total       (-0.032279, -0.302414, -0.536302)
dh_mn/dB finite difference    (-0.032279, -0.302414, -0.536302)
dh_nm/dB phase part           (0.032279, 0.302414, 0.536302)
dh_nm/dB angular-mom. part    (-0.000000, -0.000000, -0.000000)
dh_nm/dB formula, total       (0.032279, 0.302414, 0.536302)
d(mn|kl)/dB, k=s3, l=s2       (0.006258, 0.060010, 0.110546)
finite-difference step in B   5.0e-04
largest error S, T, V, (mn|kl) 1.1e-08, 1.6e-08, 2.1e-08, 8.1e-09
Finite field B (0.10, -0.05, 0.20), |B| = 5.386e+04 T
gauge origins (bohr) (0, 0, 0) and (5, -4, 3)
London S_mn, near origin      -0.258599 +0.053695 i
London S_mn, far origin       -0.258599 +0.053695 i
London h_mn, near origin      0.277727 -0.094267 i
London h_mn, far origin       0.277727 -0.094267 i
London (mn|kl), near origin   -0.063625 +0.019502 i
London (mn|kl), far origin    -0.063625 +0.019502 i
(mn|kl) at B = 0              -0.065971
canonical <m|p_x|n>, near     -0.021586 -0.347972 i
canonical <m|p_x|n>, far      -0.105631 -0.330521 i
mechanical <m|pi_x|n>, near   -0.008563 -0.351979 i
mechanical <m|pi_x|n>, far    -0.008563 -0.351979 i
largest change S,T,V,pi       6.7e-16
lowest energy at B = 0        -2.068984 hartree
London energy, near and far   -2.062771, -2.062771 hartree
plain energy, near and far    -2.062335, -2.042635 hartree
plain-orbital origin error    0.5361 eV
phase reference P (bohr)      (1, 2, -1)
S_mn with phase reference P   -0.260093 +0.045914 i
energy with reference P       -2.062771 hartree
orbital-centred S_mn, near    -0.258599 +0.053695 i
orbital-centred S_mn, far     -0.185006 +0.188492 i
orbital-centred energy, far   -2.062771 hartree
grid error against pyscf      3.0e-12
ALL CHECKS PASSED
```
